# Vydrov–Van Voorhis C6 from a local gap, compared with a cutoff on hydrogen, part 1

(Sections cited here and not found follow in the second part.)

## 1. The local response and its C6 coefficient

### Definitions and conventions

Rydberg atomic units are used: $\hbar=1$, $m=1/2$ and $e^2=2$. Lengths are in $a_0$; energies and angular frequencies are in Ry. Electrostatics is Gaussian, so a polarizability $\alpha$, the ratio of induced dipole to applied field, is a volume. The electron charge is $-e$. Two fragments A and B at distance $R$ have the interaction energy $E=-C_6/R^6$ at leading order, so a positive $C_6$ means attraction.

For an electron density $n(\mathbf r)$ define

$$\omega_p^2=\frac{4\pi ne^2}{m}=16\pi n,\qquad
\omega_g^2=C\frac{\hbar^2}{m^2}\left|\frac{\nabla n}{n}\right|^4=4C\left|\frac{\nabla n}{n}\right|^4 ,$$

$$\omega_0^2=\omega_g^2+\frac{\omega_p^2}{3}.$$

Here $\omega_p$ is the local plasma frequency, $\omega_g$ the local gap and $C$ a dimensionless parameter. The functional VV10 uses $C=0.0093$, a fitted value that is not derived here. Response is evaluated at imaginary frequency $\omega=iu$, $u\ge0$, where it is real and free of resonances.

### Theorem 1

Assume the following.

1. The overlap of the fragments is negligible, and each has its own density with an exponential tail.
2. The interaction is between dipoles and is not retarded: $R$ is small compared with $c/\omega$ for the frequencies that matter.
3. Each volume element responds to the applied field as an equal volume of a uniform sphere would, if the sphere had the local $\omega_p$ and $\omega_g$.

Then

$$\alpha(iu)=\frac1{4\pi}\int d^3r\,\frac{\omega_p^2}{\omega_0^2+u^2},\tag{1}$$

$$C_6=24\int_A d^3r\int_B d^3r'\,\frac{n\,n'}{\omega_0\,\omega_0'\,(\omega_0+\omega_0')},\tag{2}$$

where primed quantities belong to $\mathbf r'$. The VV10 nonlocal correlation energy has the same $C_6$. At high frequency $u^2\alpha(iu)\to4N$, with $N$ the number of electrons.

Assumption 3 is the model. It holds for a uniform sphere; for an atom it is an approximation, whose error has to be measured.

### Lemma 1: the gapped material

In a uniform material let each electron be bound by a restoring force $-m\omega_g^2x$. In a macroscopic field $F$ of frequency $\omega$,

$$-m\omega^2x=-m\omega_g^2x-eF
\quad\Rightarrow\quad x=-\frac{eF}{m(\omega_g^2-\omega^2)} .$$

The polarization is $P=-nex=ne^2F/[m(\omega_g^2-\omega^2)]$. Since $\varepsilon=1+4\pi P/F$, setting $\omega=iu$ gives

$$\varepsilon(iu)=1+\frac{\omega_p^2}{\omega_g^2+u^2}.\tag{3}$$

With $\omega_g=0$ this is a free-electron metal. With $\omega_g>0$ the static dielectric constant is finite, as in an insulator.

### Lemma 2: the sphere

Put a sphere of radius $a$ into a uniform field $F$. The potential that is regular at the centre and tends to that of the applied field far away is

$$\phi_{\rm in}=-F_{\rm in}\,r\cos\theta,\qquad
\phi_{\rm out}=-F\,r\cos\theta+\frac{p\cos\theta}{r^2},$$

where $p$ is the induced dipole. Continuity of $\phi$ at $r=a$ gives $F_{\rm in}=F-p/a^3$. Continuity of the normal displacement $-\varepsilon\,\partial_r\phi$ gives $\varepsilon F_{\rm in}=F+2p/a^3$. Eliminating $F_{\rm in}$,

$$(\varepsilon-1)F=(\varepsilon+2)\frac p{a^3}
\quad\Rightarrow\quad \frac{\alpha}{a^3}=\frac{\varepsilon-1}{\varepsilon+2}.$$

Divide by the volume $4\pi a^3/3$ and insert (3) with $D=\omega_g^2+u^2$, so that $\varepsilon-1=\omega_p^2/D$ and $\varepsilon+2=(3D+\omega_p^2)/D$:

$$\frac{\alpha}{\text{volume}}=\frac3{4\pi}\,\frac{\omega_p^2}{3D+\omega_p^2}
=\frac1{4\pi}\,\frac{\omega_p^2}{\omega_g^2+\omega_p^2/3+u^2}.\tag{4}$$

Assumption 3 applies (4) at each point, and integration gives (1). The term $\omega_p^2/3$ is the extra restoring force from the charge on the surface of the sphere. A direct numerical solution of the field equation, for three sets of $\omega_p$, $\omega_g$ and $u$, agrees with (4) to a relative accuracy of about $4\times10^{-5}$.

### Lemma 3: the slab, and the scheme without a gap

The geometry assumed for the element matters. In a slab with the applied field $F$ along its normal, the displacement is continuous, so the inner field is $F/\varepsilon$. Hence

$$\frac PF=\frac{\varepsilon-1}{4\pi\varepsilon}=\frac1{4\pi}\left(1-\frac1\varepsilon\right)
\;\xrightarrow{\ \omega_g=0\ }\;\frac1{4\pi}\,\frac{\omega_p^2}{\omega_p^2+u^2}.\tag{5}$$

The last step uses $\varepsilon=(u^2+\omega_p^2)/u^2$. The resonance now lies at $\omega_p$ instead of $\omega_p/\sqrt3$. Equation (5) is the local response of the scheme of Andersson, Langreth and Lundqvist, called ALL below. A test that sums the forces between displaced electron sheets and a fixed positive background reproduces the slab frequency $\omega_p$.

At zero frequency (5) equals $1/4\pi$ whatever the density. An infinite tail would then have infinite polarizability. The ALL scheme restricts the integral to the points where

$$\frac{|\nabla n|}{6n}<\frac{\omega_p}{v_F},\tag{6}$$

with $v_F$ the local Fermi velocity. The left side stands for a local wavevector $q$. The condition requires the phase velocity $\omega_p/q$ of a plasma wave to exceed the velocity of the fastest electrons. The factor $1/6$ is part of the definition of the scheme.

### The form of the gap

Suppose that the gap depends on $\hbar$, $m$ and the inverse length $|\nabla n/n|$ alone. The energy that can be formed from these is $\hbar^2|\nabla n/n|^2/m$, up to a number. Its square, divided by $\hbar^2$, gives the stated $\omega_g^2$ with $C$ as the squared number.

The tail of a bound system shows what this gap represents. Far from a neutral or positively charged remainder, the amplitude $\psi$ of the outermost electron obeys $-\nabla^2\psi=-I\psi$ to leading order, because $\hbar^2/2m=1$; here $I$ is the ionization energy. Hence, away from any nodal surface of $\psi$, $\psi\sim e^{-\sqrt I\,r}$ up to powers of $r$, and $n\sim e^{-2\sqrt I\,r}$. The powers of $r$ contribute terms of order $1/r$ to $|\nabla n/n|$, which therefore tends to $2\sqrt I$, and

$$\omega_g=2\sqrt C\left|\frac{\nabla n}n\right|^2\to8\sqrt C\,I .\tag{7}$$

With $C=0.0093$ the tail has a gap of about $0.77\,I$. This limit was tested on the $2s$ density of hydrogen, whose exponential has a polynomial prefactor, at $r=4000\,a_0$. The approach is slow: at $r=8$, 15 and $30\,a_0$ the $2s$ gap is only 0.44, 0.72 and 0.86 of its limit. Where such a tail still carries appreciable density, the gap can therefore lie well below $8\sqrt C\,I$.

The positive gap makes (1) converge at $u=0$, since the integrand then falls off like $n$. Where $\nabla n=0$ at finite density, for example at the midpoint of a symmetric bond, the gap vanishes but $\omega_0=\omega_p/\sqrt3$ stays positive.

### Lemma 4: a frequency integral

For $a,b>0$,

$$\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{\pi}{2ab(a+b)}.\tag{8}$$

For $a\ne b$ the integrand is $[(a^2+u^2)^{-1}-(b^2+u^2)^{-1}]/(b^2-a^2)$. Each term integrates to $\pi/2a$ or $\pi/2b$, so the result is

$$\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}=\frac\pi2\,\frac{b-a}{ab(b-a)(b+a)},$$

which is (8). The case $a=b$ follows by continuity.

### Lemma 5: C6 from polarizabilities

Take two atoms with spherical ground states and $R$ along $z$. Let $x$ denote the sum of the $x$ coordinates of the electrons of A, measured from its nucleus, and $x'$ that of B. The energy of two dipoles $-e\mathbf r$ and $-e\mathbf r'$ is

$$V=\frac{e^2}{R^3}\,(xx'+yy'-2zz').$$

The mean dipoles vanish, so $V$ has no first-order effect, and in second order both atoms must be excited. Let $\Delta_a$ be the excitation energy of level $a$ of A, and $X_a=\sum|\langle a|x|0\rangle|^2$, summed over the degenerate states of the level. By spherical symmetry $y$ and $z$ give the same $X_a$, and the cross terms between different components cancel in the sum. The squared coefficients add to $1+1+4=6$, and

$$E=-\frac{6e^4}{R^6}\sum_{ab}\frac{X_aX'_b}{\Delta_a+\Delta'_b}.\tag{9}$$

To express this through $\alpha$, drive one atom by $eFx\cos\omega t$. The first-order amplitude of a state $a$ obeys $i\dot c_a=\Delta_ac_a+eFx_{a0}\cos\omega t$, with the driven solution

$$c_a=-\frac{eFx_{a0}}2\left[\frac{e^{-i\omega t}}{\Delta_a-\omega}+\frac{e^{i\omega t}}{\Delta_a+\omega}\right].$$

The dipole is $-2e\,\mathrm{Re}\sum_ax_{0a}c_a$. Its part in phase with the field gives, at $\omega=iu$,

$$\alpha(iu)=e^2\sum_a\frac{2\Delta_aX_a}{\Delta_a^2+u^2}.\tag{10}$$

Multiply two such sums and use (8):

$$\int_0^\infty\alpha_A\alpha_B\,du=4e^4\sum_{ab}\Delta_a\Delta'_bX_aX'_b\,
\frac{\pi}{2\Delta_a\Delta'_b(\Delta_a+\Delta'_b)}
=2\pi e^4\sum_{ab}\frac{X_aX'_b}{\Delta_a+\Delta'_b}.$$

Comparison with (9) gives

$$C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du .\tag{11}$$

The local model assigns a scalar $\alpha$ to any fragment. For a nonspherical molecule it can therefore represent an orientation average at best.

### Proof of Theorem 1

Insert (1) into (11). All integrands are positive, so the order of integration may be changed, and (8) gives

$$C_6=\frac3\pi\,\frac1{16\pi^2}\int_A\!\int_B\omega_p^2\,\omega_p'^2\,\frac{\pi}{2\omega_0\omega_0'(\omega_0+\omega_0')}.$$

The prefactor is $3/(32\pi^2)$, and $\omega_p^2\omega_p'^2=256\pi^2nn'$. Their product is $24\,nn'$, which proves (2).

For the high-frequency limit, the factor $u^2/(\omega_0^2+u^2)$ lies below 1 and tends to 1. Hence $u^2\alpha\to(1/4\pi)\int16\pi n\,d^3r=4N$. This is also the limit of (10): there $u^2\alpha\to4\sum_a\Delta_aX_a$, and

$$\sum_a\Delta_aX_a=\tfrac12\langle[x,[H,x]]\rangle=N,$$

since each kinetic term $-\partial_x^2$ gives $[H,x]=-2\partial_x$ and $[x,-2\partial_x]=2$. The model thus counts all electrons, while ALL gives $4N_c$, with $N_c$ the number of electrons inside its cutoff.

It remains to treat the functional. In these units the VV10 nonlocal energy is $\frac12\iint nn'\Phi$, apart from a term local in $n$, with

$$\Phi=-\frac{24}{gg'(g+g')},\qquad g=\omega_0s^2+\kappa,\qquad s=|\mathbf r-\mathbf r'|,$$

where $\kappa=b\,v_F^2/\omega_p$ and $b$ is a second parameter. For two fragments the pairs AB and BA cancel the factor $\frac12$, so $E_{AB}=\int_A\int_Bnn'\Phi$. At large distance $s\to R$ and $g\to\omega_0R^2$. Then $\Phi\to-24/[R^6\omega_0\omega_0'(\omega_0+\omega_0')]$, which is (2) again. $\square$

### Remark: the approach to the limit

Two corrections of relative order $R^{-2}$ remain. Write the separation as $\mathbf R+\mathbf d$. To second order in $d/R$,

$$s^{-6}=R^{-6}\left[1-\frac{3(2\mathbf R\cdot\mathbf d+d^2)}{R^2}+\frac{24(\mathbf R\cdot\mathbf d)^2}{R^4}\right].$$

For spherical atoms the linear term averages to zero and $(\mathbf R\cdot\mathbf d)^2$ to $R^2d^2/3$. The bracket becomes $1+5d^2/R^2$, which strengthens the attraction. The positive $\kappa$ enlarges $g$ and weakens it. The parameter $b$ thus shapes the approach to the limit but does not enter $C_6$.

## 2. Hydrogen: the gap against the cutoff

### Symbols and results taken over

The units are $\hbar=1$, $m=1/2$, $e^2=2$. The density $n$ defines $\omega_p^2=16\pi n$, $\omega_g^2=4C|\nabla n/n|^4$ and $\omega_0^2=\omega_g^2+\omega_p^2/3$, with $C=0.0093$ unless stated otherwise. The Vydrov–Van Voorhis (VV) model has

$$\alpha(iu)=\frac1{4\pi}\int d^3r\,\frac{\omega_p^2}{\omega_0^2+u^2},\qquad
C_6=24\iint\frac{nn'}{\omega_0\omega_0'(\omega_0+\omega_0')},$$

and $C_6=(3/\pi)\int_0^\infty\alpha_A\alpha_B\,du$ holds in general. The ALL scheme replaces $\omega_0$ by $\omega_p$ and keeps the points with $|\nabla n|/(6n)<\omega_p/v_F$.

### Theorem 2

For the ground-state density of hydrogen, $n=e^{-2r}/\pi$, the following hold.

(a) The VV gap has the same value everywhere, $\omega_g=8\sqrt C$, and

$$\alpha_{VV}(iu)=-\frac34\,\mathrm{Li}_3(-z),\qquad z=\frac{16}{3(\omega_g^2+u^2)},\tag{12}$$

where $\mathrm{Li}_3(x)=\sum_{k\ge1}x^k/k^3$ for $|x|<1$, continued analytically.

(b) Let the Fermi wavevector be $k_F=\xi(3\pi^2n)^{1/3}$, with $\xi=1$ for an unpolarized and $\xi=2^{1/3}$ for a fully polarized electron gas. The ALL cutoff is then a sphere of radius

$$r_c=\ln\frac{72}\pi-3\ln\xi,\tag{13}$$

and

$$\alpha_{ALL}(0)=\frac{r_c^3}3,\qquad
C_6^{ALL}=6\int_0^{r_c}\!\!\int_0^{r_c}\frac{r^2r'^2}{e^r+e^{r'}}\,dr\,dr'.\tag{14}$$

This part has derived the local polarizability and its $C_6$ coefficient, shown that VV10 has the same $C_6$, and stated parts (a) and (b) of Theorem 2 for hydrogen. What remains is part (c), the proofs of all three parts, and the comparison of both models with a reference calculation for hydrogen.
